\section*{Acceptance ratio and rejection rate for drifted Gaussian Metropolis moves}

Suppose that one wants points distributed as $\psi^2$, and moves each point by a short drift toward larger $\psi$ followed by a Gaussian random displacement. If every such move is accepted, the points settle into the wrong distribution, or, when the step is so long that the drift overshoots, do not settle at all. Take $\psi=e^{-ax^2/2}$ in one dimension, for which $\psi^2$ has variance $1/(2a)$. The drift is $\tau\,d\ln\psi/dx=-a\tau x$, so a move is
\begin{equation}
x'=(1-a\tau)x+\sqrt{\tau}\,\xi ,
\end{equation}
with $\xi$ a normal random number of mean zero and variance one. A stationary variance $s$ must obey $s=(1-a\tau)^2s+\tau$, hence
\begin{equation}
s=\frac{\tau}{2a\tau-a^2\tau^2}=\frac{1}{2a}\,\frac{1}{1-a\tau/2},\qquad 0<a\tau<2 .
\end{equation}
For $a=2\ \mathrm{bohr}^{-2}$ and $\tau=0.5\ \mathrm{bohr}^2$ this is $0.50\ \mathrm{bohr}^2$ instead of $0.25\ \mathrm{bohr}^2$: the variance is wrong by a factor of two. For $a\tau\ge2$ the factor $(1-a\tau)^2$ is at least one and the variance grows without bound. An acceptance step with the right ratio makes $\psi^2$ the stationary density at any $\tau$. Its price is that some moves are refused, and the choice of $\tau$ depends on how fast that price falls as $\tau$ is reduced.

Let $\psi>0$ on $\mathbb{R}^n$ be normalized, and write
\begin{equation}
u=\ln\psi,\qquad v=\nabla u,\qquad H_{ij}=\partial_i\partial_j u .
\end{equation}
Units are such that $\hbar=m=1$, so $\tau$ has the dimension of length squared; for an electron its value in $\mathrm{bohr}^2$ equals its value in inverse hartree. The proposed move is
\begin{equation}
x'=x+\tau v(x)+\sqrt{\tau}\,\xi ,
\label{move}
\end{equation}
where the components of $\xi$ are independent standard normal numbers. The variance is thus $\tau$ per coordinate. This convention belongs to the drift $\tau v$ for a physical reason. Diffusion with variance $\tau$ per time $\tau$, together with drift velocity $v$, carries a density $f$ with the current $vf-\tfrac12\nabla f$. For $f=\psi^2$ we have $\tfrac12\nabla\psi^2=\psi\nabla\psi=v\psi^2$, and the current vanishes. In the limit of short steps the proposal alone therefore preserves $\psi^2$; the acceptance step has to repair what a finite $\tau$ spoils.

The density of proposing $x'$ from $x$ is
\begin{equation}
T(x'|x)=(2\pi\tau)^{-n/2}\exp\!\left[-\frac{|x'-x-\tau v(x)|^2}{2\tau}\right].
\end{equation}
It is in general not symmetric, because the drift favours one direction: even a constant $v$ makes $x\to x'$ and $x'\to x$ unequally likely. Accept the move with probability $\min(1,q)$, where
\begin{equation}
q=\frac{\psi^2(x')\,T(x|x')}{\psi^2(x)\,T(x'|x)} ,
\label{q}
\end{equation}
and otherwise keep $x$ and count it again. The density of accepted moves from $x$ to $x'$ is then
\begin{equation}
\psi^2(x)T(x'|x)\min(1,q)=\min\!\big[\psi^2(x)T(x'|x),\ \psi^2(x')T(x|x')\big].
\end{equation}
The right side does not change when $x$ and $x'$ are exchanged. As much probability flows from $x$ to $x'$ as flows back, refused moves transport nothing, and $\psi^2$ is stationary for every $\tau$. The normalization of $\psi$ cancels in $q$. Stationarity does not say how fast $\psi^2$ is reached: where $\tau|v|$ is so large that the drift overshoots, almost every move can be refused and a point stays where it is for a very long time.

To evaluate $A=\ln q$, put $d=x'-x$ and let a prime on $u$ or $v$ mean its value at $x'$. The reverse move has displacement $-d$ and drift $\tau v'$, so its squared deviation is $|-d-\tau v'|^2=|d+\tau v'|^2$. Therefore
\begin{align}
\ln\frac{T(x|x')}{T(x'|x)}
&=\frac{|d-\tau v|^2-|d+\tau v'|^2}{2\tau}\nonumber\\
&=\frac{-2\tau d\cdot v+\tau^2|v|^2-2\tau d\cdot v'-\tau^2|v'|^2}{2\tau}.
\end{align}
The terms $|d|^2$ have cancelled, and with them the only inverse power of $\tau$. Adding $\ln[\psi^2(x')/\psi^2(x)]=2(u'-u)$ gives the acceptance ratio in compact form,
\begin{equation}
A=2(u'-u)-d\cdot(v+v')-\frac{\tau}{2}\left(|v'|^2-|v|^2\right).
\label{A}
\end{equation}
The first two terms have a simple meaning. The difference $u'-u$ is the line integral of $v$ from $x$ to $x'$, and $d\cdot(v+v')/2$ is the trapezoid estimate of that integral. Their mismatch is of third order in $d$, and the last term is of order $\tau|d|$. Since $|d|$ is of order $\sqrt\tau$ for short steps, both are of order $\tau^{3/2}$, and few short moves are refused.

For the expansion we need smoothness and some control at large distance. Assume that $u$ has continuous derivatives through fourth order, that $u$ and these derivatives grow no faster than a polynomial, and that all moments of $\psi^2$ are finite. Write $D^3u[d,d,d]=\sum_{ijk}d_id_jd_k\,\partial_i\partial_j\partial_ku$. Taylor's formula about $x$ gives
\begin{align}
u'-u&=d\cdot v+\tfrac12 d\cdot Hd+\tfrac16D^3u[d,d,d]+O(|d|^4),\\
d\cdot v'&=d\cdot v+d\cdot Hd+\tfrac12D^3u[d,d,d]+O(|d|^4).
\end{align}
In $2(u'-u)-d\cdot(v+v')$ the linear terms cancel as $2-2$, the quadratic terms as $1-1$, and the cubic terms leave $\tfrac13-\tfrac12=-\tfrac16$:
\begin{equation}
2(u'-u)-d\cdot(v+v')=-\tfrac16D^3u[d,d,d]+O(|d|^4).
\end{equation}
For the last term of (\ref{A}), $v'=v+Hd+O(|d|^2)$ gives $|v'|^2-|v|^2=2v\cdot Hd+O(|d|^2)$. Since $H$ is symmetric, $v\cdot Hd=d\cdot Hv$, and the term equals $-\tau\,d\cdot Hv+O(\tau|d|^2)$.

Now insert $d=\sqrt\tau\,\xi+\tau v$. To lowest order the cubic term is $\tau^{3/2}D^3u[\xi,\xi,\xi]$, and $\tau d\cdot Hv$ is $\tau^{3/2}\xi\cdot Hv$; all corrections are of order $\tau^2$. Hence
\begin{equation}
A=-\tau^{3/2}G+\rho,\qquad
G=\xi\cdot Hv+\tfrac16D^3u[\xi,\xi,\xi].
\label{G}
\end{equation}
For $0<\tau\le1$ in the chosen length unit, $|\rho|\le\tau^2P(|x|,|\xi|)$ with some polynomial $P$. This follows because the Taylor remainders involve derivatives on the segment from $x$ to $x'$, where both the position and the derivatives are polynomially bounded in $|x|$ and $|\xi|$.

Let angle brackets denote the average over $x$ with density $\psi^2$ and over $\xi$. The mean rejection probability in the stationary state is
\begin{equation}
R(\tau)=\langle1-\min(1,e^A)\rangle=\langle1-e^{-b}\rangle,\qquad b=\max(-A,0).
\end{equation}
For $b\ge0$ we have $b-b^2/2\le1-e^{-b}\le b$. Since $b^2\le A^2$ and $A$ is of order $\tau^{3/2}$, replacing $1-e^{-b}$ by $b$ costs $O(\tau^3)$ in the average. Replacing $b$ by $\tau^{3/2}\max(G,0)$ costs at most $\langle|\rho|\rangle=O(\tau^2)$, because $\max(y,0)$ changes by no more than $y$ does. The required averages are finite, since they are moments of $\psi^2$ and of a Gaussian. Finally, $G$ changes sign with $\xi$, whose distribution is even, so its positive and negative parts have equal averages and each contributes half of $\langle|G|\rangle$. Thus
\begin{equation}
R(\tau)=C\tau^{3/2}+O(\tau^2),\qquad C=\tfrac12\langle|G|\rangle .
\label{law}
\end{equation}

The coefficient cannot vanish under these assumptions, so the power is $3/2$ and no higher. If $C=0$, continuity and $\psi>0$ force $G=0$ for all $x$ and $\xi$. The parts of $G$ linear and cubic in $\xi$ must then vanish separately, so $Hv=0$ and $D^3u=0$. The second condition makes $H$ constant; differentiating the first then gives $H^2=0$. For a symmetric matrix this means $|Hw|^2=w\cdot H^2w=0$ for every $w$, hence $H=0$. Then $u$ is linear, and $e^{2u}$ cannot be normalized on $\mathbb{R}^n$.

Covering a fixed diffusion time takes a number of moves proportional to $1/\tau$. The number of refusals in that time is therefore proportional to $R/\tau\sim\tau^{1/2}$, which also tends to zero.

This depends on matching the drift to the variance. Replace the drift by $\kappa\tau v$ and keep the variance $\tau$. The algebra that led to (\ref{A}) now gives
\begin{equation}
A_\kappa=2(u'-u)-\kappa d\cdot(v+v')-\frac{\kappa^2\tau}{2}(|v'|^2-|v|^2)
=2(1-\kappa)\sqrt\tau\,\xi\cdot v+O(\tau).
\end{equation}
The same averaging argument yields
\begin{equation}
R_\kappa=|1-\kappa|\sqrt\tau\,\langle|\xi\cdot v|\rangle+O(\tau).
\label{kappa}
\end{equation}
A drift that is too strong by half is as costly at leading order as one that is too weak by half. Combining the drift $\tau v$ with variance $2\tau$ is also a mismatch: in terms of the variance $\tau_1=2\tau$ the drift is $\tfrac12\tau_1v$, so $\kappa=\tfrac12$. With the ratio (\ref{q}) formed from the proposal actually used, such a chain still has $\psi^2$ as its stationary density, but it refuses far more short moves.

The Gaussian $\psi\propto e^{-ax^2/2}$ allows a check at finite $\tau$. Here $u'-u=-\tfrac a2(x'^2-x^2)$ and $d(v+v')=-a(x'-x)(x'+x)$, so the first two terms of (\ref{A}) cancel completely and
\begin{equation}
A=-\frac{\tau a^2}{2}(x'^2-x^2).
\label{gaussA}
\end{equation}
For one move with $a=2\ \mathrm{bohr}^{-2}$ and $\tau=0.1\ \mathrm{bohr}^2$, start at $x=0.5$ bohr and draw $\xi=1$. The drift displacement is $-0.1\times2\times0.5=-0.1$ bohr, and $x'=0.5-0.1+\sqrt{0.1}=0.7162$ bohr. Then $A=-0.2\,(0.7162^2-0.5^2)=-0.0526$, and the move is accepted with probability $e^{-0.0526}=0.949$.

To average over all moves, let $J(x,x')=\psi^2(x)T(x'|x)$ be the joint density of old and proposed points, so that $e^A=J(x',x)/J(x,x')$. By (\ref{gaussA}), rejection is possible when $|x'|>|x|$, and
\begin{equation}
R=\int_{|x'|>|x|}\![J(x,x')-J(x',x)]\,dx\,dx'=2\,\mathrm{Prob}(|x'|>|x|)-1 .
\end{equation}
In the second term the names $x$ and $x'$ were exchanged, which turns it into $\mathrm{Prob}(|x'|<|x|)$. The condition $|x'|>|x|$ says that $m=x'-x$ and $p=x'+x$ have the same sign. These are jointly Gaussian with mean zero. Let their correlation coefficient be $\sin\alpha$. Scaled to unit variance, they can be written as $r\cos\theta$ and $r\sin(\theta+\alpha)$, with $\theta$ uniform on the circle. Both are positive for $-\alpha<\theta<\pi/2$, and both are negative on an arc of equal length. The probability of equal signs is therefore $(\pi+2\alpha)/(2\pi)$, and $R=2\alpha/\pi$.

With $t=a\tau$, $m=-tx+\sqrt\tau\xi$, $p=(2-t)x+\sqrt\tau\xi$ and $\langle x^2\rangle=1/(2a)$,
\begin{align}
\langle m^2\rangle&=\frac{t^2}{2a}+\tau=\frac{t(2+t)}{2a},\\
\langle p^2\rangle&=\frac{(2-t)^2}{2a}+\tau=\frac{4-2t+t^2}{2a},\\
\langle mp\rangle&=-\frac{t(2-t)}{2a}+\tau=\frac{t^2}{2a}.
\end{align}
Because $(2+t)(4-2t+t^2)=8+t^3$,
\begin{equation}
\sin^2\alpha=\frac{t^4}{t(8+t^3)}=\frac{t^3}{8+t^3},\qquad \tan\alpha=\left(\frac t2\right)^{3/2},
\end{equation}
and so
\begin{equation}
R=\frac2\pi\arctan\!\left[\left(\frac{a\tau}{2}\right)^{3/2}\right].
\label{arctan}
\end{equation}
For small $a\tau$ this becomes $(a\tau)^{3/2}/(\pi\sqrt2)$. The general law agrees: $G=a^2x\xi$, and since a normal variable of standard deviation $\sigma$ has mean absolute value $\sigma\sqrt{2/\pi}$,
\begin{equation}
C=\frac{a^2}{2}\,\frac{1}{\sqrt{2a}}\,\frac2\pi=\frac{a^{3/2}}{\pi\sqrt2}.
\end{equation}

For $a=2\ \mathrm{bohr}^{-2}$, formula (\ref{arctan}) gives $R=0.00064$, $0.0201$, $0.216$ and $0.500$ at $\tau=0.01$, $0.1$, $0.5$ and $1\ \mathrm{bohr}^2$; direct quadrature of the rejection probability agrees. The leading law gives $0.00064$, $0.0201$, $0.225$ and $0.637$, so it is no longer accurate at the largest step. There $a\tau=2$, and the drift alone carries $x$ to $-x$. A simulated chain at $\tau=0.5\ \mathrm{bohr}^2$ refused a fraction $0.216$ of its moves and gave $\langle x^2\rangle=0.250\ \mathrm{bohr}^2$, while the chain without refusals gave $0.500\ \mathrm{bohr}^2$.

A small rejection rate does not make the acceptance step dispensable. At $\tau=0.01\ \mathrm{bohr}^2$ only about $0.06\%$ of the moves are refused, yet accepting them all makes the variance too large by $a\tau/(2-a\tau)=0.02/1.98$, or about $1\%$ of its true value.

Without drift, $T$ is symmetric and $A=-a(x'^2-x^2)$, so the same argument applies with $m=\sqrt\tau\xi$ and $p=2x+\sqrt\tau\xi$. Now $\langle m^2\rangle=\langle mp\rangle=\tau$ and $\langle p^2\rangle=2/a+\tau$, hence $\sin^2\alpha=t/(2+t)$ and
\begin{equation}
R_0=\frac2\pi\arctan\sqrt{\frac{a\tau}{2}} .
\end{equation}
At $\tau=0.01\ \mathrm{bohr}^2$ this is $0.063$, a hundred times the value with drift. The advantage belongs to short steps: the two rates are equal at $a\tau=2$, and beyond it the drifted proposal is refused more often.

The Gaussian has $D^3u=0$ and therefore leaves half of $G$ untested. Take $u=-x^2/2-x^4/4$ with lengths in bohr. Then $v=-(x+x^3)$, $H=-(1+3x^2)$, $u'''=-6x$, and
\begin{equation}
G=x\xi\left[(1+3x^2)(1+x^2)-\xi^2\right].
\end{equation}
Quadrature gives $C=0.612\ \mathrm{bohr}^{-3}$. The ratio of the true rejection probability to $C\tau^{3/2}$ is $0.932$, $0.993$, $0.9993$ and $0.9999$ for $\tau=10^{-1}$, $10^{-2}$, $10^{-3}$ and $10^{-4}\ \mathrm{bohr}^2$. The relative deviation falls roughly in proportion to $\tau$, faster than the $\sqrt\tau$ permitted by the remainder in (\ref{law}); that remainder is an upper bound, not an estimate. For the coupled function $u=-(x^2+xy+2y^2)/2-x^2y^2/4$ in two dimensions, an exact expansion of $A$ in $\sqrt\tau$ at rational points reproduces the vector form (\ref{G}). The quartic model also shows the overshoot at long steps: for $\tau=1\ \mathrm{bohr}^2$ and $x=2$ bohr the drift carries the point to $-8$ bohr, and the mean acceptance probability is about $10^{-9}$.

The assumptions matter. At a cusp the derivatives in $G$ do not exist, and the proof does not apply; the outcome depends on the dimension. For $\psi=e^{-|x|}$ in one dimension, with lengths in bohr, $G$ vanishes away from the origin, refusals come from a region of width $\sqrt\tau$ where $A$ is of order $\sqrt\tau$, and quadrature gives $R\simeq\tau/2$. For the hydrogen $1s$ function $e^{-r}$ that region has probability of order $\tau^{3/2}$. There $Hv=0$ and $G=\xi_\parallel|\xi_\perp|^2/(2r^2)$, with components of $\xi$ along and across the radius, so $\langle r^{-2}\rangle=2$ gives $C=\sqrt{2/\pi}=0.80$. Quadrature gives $R/\tau^{3/2}=0.67$, $0.75$ and $0.78$ at $\tau=10^{-2}$, $10^{-3}$ and $10^{-4}\ \mathrm{bohr}^2$, a slow approach to this value. At a node $v$ diverges, and the effect can be followed in one dimension. Let $\psi\simeq cx$ near $x=0$, take $u=\ln|\psi|$, and let proposals cross the node freely. Then $v=1/x$, $H=-1/x^2$, $u'''=2/x^3$ to leading order, and
\begin{equation}
G\simeq\frac{\xi^3/3-\xi}{x^3}.
\end{equation}
Weighted with $\psi^2\simeq c^2x^2$, the average of $|G|$ contains $\int dx/|x|$, which diverges logarithmically. The expansion in $d$ holds only for $|x|\gg\sqrt\tau$, so the integral must be cut off at $|x|\sim\sqrt\tau$. The two sides of the node together give $2\ln(1/\sqrt\tau)=\ln(1/\tau)$ plus a constant. The inner region has probability of order $\tau^{3/2}$ and can add no more than that to $R$. To leading logarithm,
\begin{equation}
R\simeq\frac{c^2}{2}\left\langle\left|\tfrac13\xi^3-\xi\right|\right\rangle\tau^{3/2}\ln\frac1\tau ,
\label{node}
\end{equation}
with $\tau$ in units of the squared length over which $\psi$ varies.

The average follows from an antiderivative. With $\phi(\xi)=e^{-\xi^2/2}/\sqrt{2\pi}$, the function $F=(1-\xi^2)\phi/3$ has $F'=(\xi^3/3-\xi)\phi$, which changes sign at $\xi=\sqrt3$. Integrating the absolute value over both half-lines gives
\begin{equation}
2\left[F(0)-2F(\sqrt3)\right]=\frac{2}{3\sqrt{2\pi}}\left(1+4e^{-3/2}\right).
\end{equation}
For $\psi\propto xe^{-x^2/2}$, again with lengths in bohr, normalization gives $c^2=2/\sqrt\pi$, and the coefficient of $\tau^{3/2}\ln(1/\tau)$ in (\ref{node}) is $0.284$. Quadrature gives $R/\tau^{3/2}=3.06$ at $\tau=10^{-4}$ and $4.37$ at $\tau=10^{-6}\ \mathrm{bohr}^2$. The increase divided by $\ln100$ is $0.284$, in agreement. With such a node the mean rejection probability still vanishes, but its ratio to $\tau^{3/2}$ grows without limit as $\tau\to0$. The mean hides the points with $|x|\ll\sqrt\tau$, which the drift $\tau/x$ throws far away: at $\tau=0.1\ \mathrm{bohr}^2$ and $x=0.1\sqrt\tau$ a move is accepted with probability of only about $1.6\times10^{-5}$.

\section*{Table of computed values}
\begin{verbatim}
Gaussian model: a = 2.0 bohr^-2
One move: tau = 0.1 bohr^2, x = 0.5 bohr, xi = 1.0
  drift displacement = -0.1000 bohr
  proposed x' = 0.71623 bohr
  ln ratio A = -0.05260
  acceptance probability = 0.94876
Gaussian rejection: tau/bohr^2, quadrature, arctan, leading law
   0.01  0.000637  0.000637  0.000637
   0.10  0.020125  0.020125  0.020132
   0.50  0.216347  0.216347  0.225079
   1.00  0.500004  0.500000  0.636620
No drift, tau = 0.01 bohr^2: quadrature 0.06345, arctan 0.06345
Drift times 0.5, tau = 0.0001 bohr^2: rejection 0.003183, sqrt law 0.003183
Drift times 1.5, tau = 0.0001 bohr^2: rejection 0.003182, sqrt law 0.003183
Chain: tau = 0.5 bohr^2, 20000 walkers, 500 steps
  rejected fraction 0.2164, arctan 0.2163
  <x^2> with rejection 0.2499 bohr^2, target 0.2500 bohr^2
  <x^2> all accepted 0.5001 bohr^2, predicted 0.5000 bohr^2
Quartic model: C = 0.61236 bohr^-3
  tau/bohr^2, rejection, C*tau^1.5, ratio
  1e-01  1.8054e-02  1.9364e-02  0.9323
  1e-02  6.0801e-04  6.1236e-04  0.9929
  1e-03  1.9350e-05  1.9364e-05  0.9993
  1e-04  6.1231e-07  6.1236e-07  0.9999
  exponent between the two smallest tau = 1.4997
2D expansion: orders tau^0.5 and tau vanish at 3 rational points
2D model: C = 0.923 bohr^-3
  tau = 1e-02 bohr^2: rejection 9.2058e-04, ratio to law 0.9971
  tau = 1e-04 bohr^2: rejection 9.2320e-07, ratio to law 1.0000
Model with a node: tau/bohr^2, rejection, rejection/tau^1.5
  1e-04  3.0604e-06  3.0604
  1e-06  4.3679e-09  4.3679
  slope against ln(1/tau): 0.2839, predicted 0.2840
\end{verbatim}
